# Cubic Irreducible k Points Cannot Be Reused After Uniaxial Strain

Suppose a strain series starts from a converged calculation for a cubic crystal, with a list of irreducible k points and their weights. The next run stretches the cell by one percent along z. Should it read the old list or build a new one? In the example below the old list has 2600 points and the correct new one has 7200, so keeping the old list looks like an easy saving. The stress and the elastic constants taken from the series depend on the choice.

**The belief and its appeal**

The case for reuse runs as follows. The weights count mesh points, and the mesh, written in fractions of the reciprocal lattice vectors, does not change when the cell is stretched. The strain is small, so any harm should be small too. Using one fixed list for all strains should also help sampling errors cancel in energy differences.

Parts of this are true. The mesh fractions do stay the same, and at zero strain the short list reproduces the full mesh sum. But a weight does more than count points. It states that all members of a group of points, called a star, have the same energy, so that one member can stand for the rest. That statement rests on the symmetry of the crystal, and uniaxial strain removes part of that symmetry. For a fixed Hamiltonian, as in the model below, the resulting error is in general of first order in the strain. In a self-consistent calculation it can be worse and remain finite as the strain goes to zero.

**A band in which every step can be followed**

Take a simple cubic crystal with lattice constant \(a\), one s orbital per cell and nearest-neighbour hopping \(t>0\). Let the cell lengths be \(a_i=a\lambda_i\) and let hopping fall with distance as a power \(p\), so that \(t_i=t\lambda_i^{-p}\). With the reduced coordinates \(\theta_i=k_ia_i\), the band is

\[
\varepsilon(\boldsymbol\theta)=-2\sum_{i=x,y,z}t_i\cos\theta_i .
\]

The mesh is held fixed in \(\boldsymbol\theta\). A strain \(s\), positive for stretching, acts along z with the lateral lengths held fixed: \(\lambda_z=1+s\), \(\lambda_x=\lambda_y=1\).

The number of electrons per cell, \(N\), is fixed, and levels are filled with Fermi occupations \(f\) at smearing \(k_BT\). For weights \(w\) that sum to one, with two spins, the free energy per cell is

\[
F=\mu N-2k_BT\sum_k w_k\ln\!\left[1+e^{(\mu-\varepsilon_k)/k_BT}\right],\qquad N=2\sum_k w_kf_k .
\]

Differentiate with respect to \(s\). The derivative of the logarithm is \(f_k(\mu'-\varepsilon_k')/k_BT\), where a prime means \(d/ds\), so

\[
F'=\mu'N-2\sum_kw_kf_k(\mu'-\varepsilon_k')
=\mu'\Big(N-2\sum_kw_kf_k\Big)+2\sum_kw_kf_k\varepsilon_k' .
\]

The bracket vanishes because \(N\) is fixed. The shift of the Fermi level and the changes of occupation therefore drop out at first order:

\[
F'=2\sum_kw_kf_k\,\varepsilon_k' .
\]

At \(s=0\), \(dt_z/ds=-pt\), and hence \(\varepsilon'=-2(-pt)\cos\theta_z=2pt\cos\theta_z\). This gives

\[
F'=4pt\sum_kw_kf_k\cos\theta_z .
\]

The occupation \(f_k\) belongs to the unstrained band and is the same throughout a cubic star. The factor \(\cos\theta_z\) is not.

**What the old list leaves out**

The cubic operations permute the three angles and change their signs. Signs do not matter to a cosine. Among the six permutations, each angle stands in the z position twice, so the star average of \(\cos\theta_z\) is \((\cos\theta_x+\cos\theta_y+\cos\theta_z)/3\).

The old list keeps one representative per star, here the one with \(\theta_x\ge\theta_y\ge\theta_z\ge0\). Define sums over this wedge with the cubic weights,

\[
C_i=\sum_{\text{wedge}}w_kf_k\cos\theta_i,\qquad S=C_x+C_y+C_z .
\]

The full mesh supplies the star average and the old list supplies the single value \(\cos\theta_z\):

\[
F'_{\text{full}}=\frac{4pt\,S}{3},\qquad F'_{\text{reused}}=4pt\,C_z,
\]

\[
F'_{\text{reused}}-F'_{\text{full}}=4pt\left(C_z-\frac S3\right).
\]

In this wedge \(\theta_z\) is the smallest angle and has the largest cosine. The list therefore gives the z bonds too much weight and the x bonds too little. At zero strain the three kinds of bond have equal hopping, so the false division between them does not show in the energy of this fixed band. Strain makes it visible. A self-consistent calculation has energy terms that are nonlinear in the density or the bond sums. If these are averaged only over the operations of the strained crystal, the false division stays finite however small the strain, and it adds an energy offset that does not vanish as \(s\to0\). The model has no such terms.

**The size of the error**

Take \(a=0.30\) nm, \(t=0.40\) eV, \(p=2\), one electron per cell, a smearing of 0.10 eV and a \(48\times48\times48\) mesh. The wedge sums are \(C_x=-0.1763\), \(C_y=0.2390\) and \(C_z=0.4312\), so \(S/3=0.1646\). The prefactor is \(4pt=4\times2\times0.40=3.2\) eV. Per unit strain, the slopes are

\[
F'_{\text{full}}=3.2\times0.1646\approx0.527\ \text{eV},\qquad
F'_{\text{reused}}=3.2\times0.4312\approx1.380\ \text{eV}.
\]

The error is 0.853 eV, about 1.6 times the true slope. At one percent stretch the full mesh gives an energy change of 5.15 meV per cell and the reused list gives 13.59 meV. The error of 8.44 meV is close to the linear estimate, \(0.01\times0.853\) eV \(=8.53\) meV.

With the lateral lengths fixed, the normal stress is \(F'\) divided by the cell volume, \(0.30^3=0.027\) nm³. The false part is

\[
\frac{0.853\ \text{eV}}{0.027\ \text{nm}^3}\approx31.6\ \text{eV/nm}^3\approx5.1\ \text{GPa}.
\]

At zero strain, averaging the stress tensor over the cubic operations would remove this part, but the strained crystal no longer has all those operations. Energy terms that need no k sum, such as a repulsion between atoms, are the same in both calculations and cannot remove it. Suppose such terms balance the true slope, so that the cubic crystal is at rest. The reused list still leaves a slope \(g=0.853\) eV. If the total energy it gives has positive curvature \(K\), then \(gs+Ks^2/2\) has its minimum at \(s=-g/K\), and the crystal appears to prefer a compressed z axis.

Pairing positive and negative strains removes the linear error but does not repair the curvature. For the full mesh the changes at \(\pm1\,\%\) are \(+5.152\) and \(-5.388\) meV, which sum to \(-0.236\) meV. Divided by \(s^2=10^{-4}\), this gives a band contribution to the curvature of about \(-2.4\) eV. The reused list gives \(13.588-14.012=-0.424\) meV, or about \(-4.2\) eV.

**Two checks that can mislead**

The first is mesh refinement. With 8, 16, 32 and 48 divisions per axis, the error slope is 0.822, 0.847, 0.852 and 0.853 eV. It converges, but not to zero.

A filled band shows why in closed form. Now \(f=1\) everywhere, with two electrons per cell. On the full mesh each cosine averages to zero, so the true band energy is zero at every strain. In the wedge, write \(u=\theta_z/\pi\). On a dense mesh the three angles, folded to positive values, are independent and uniform, and \(u\) is the smallest of three uniform numbers between 0 and 1. The probability that all three exceed \(u\) is \((1-u)^3\), so the density of the smallest is \(3(1-u)^2\). Integrating by parts twice,

\[
\int_0^1(1-u)^2\cos\pi u\,du
=\frac2\pi\int_0^1(1-u)\sin\pi u\,du
=\frac2\pi\cdot\frac1\pi=\frac{2}{\pi^2}.
\]

The first boundary term vanishes because \(\sin\pi u\) is zero at both ends. In the second integration the boundary term gives \(1/\pi\), and the remaining integral of \(\cos\pi u\) is zero. The mean cosine is thus \(6/\pi^2\), and the false slope is

\[
4pt\cdot\frac{6}{\pi^2}=\frac{24pt}{\pi^2}\approx1.945\ \text{eV}.
\]

Meshes with 24 and 48 divisions give 1.940 and 1.944 eV. Refinement brings the sum closer to the average over the wedge, which is the wrong average. This limit belongs to a list whose representatives all lie in one wedge, as they do here. If a member were picked at random from each star, the error would shrink as the mesh is refined, but on a given mesh it would in general still be linear in the strain.

The second misleading check is a hydrostatic strain. It keeps the crystal cubic, so the old list remains valid and the test is passed. The same fact appears in the uniaxial errors: for strain along axis \(i\) the error is \(4pt(C_i-S/3)\), and the three errors sum to zero. Along x, y and z they are \(-1.091\), \(+0.238\) and \(+0.853\) eV. Adding the true slope of 0.527 eV gives reused slopes of \(-0.564\), \(+0.765\) and \(+1.380\) eV. A cubic crystal must respond equally along its three axes, so this comparison exposes the fault. Along x even the sign is wrong.

**A strain with no true linear term**

The contrast is sharpest when the volume is conserved. Let \(\lambda_z=e^{s}\) and \(\lambda_x=\lambda_y=e^{-s/2}\). Then \(dt_z/ds=-pt\) and \(dt_x/ds=dt_y/ds=pt/2\), so

\[
\varepsilon'=2pt\left[\cos\theta_z-\tfrac12(\cos\theta_x+\cos\theta_y)\right].
\]

Its star average is zero, and the true energy has no linear term. For the reused list, \(C_x+C_y=S-C_z\) gives

\[
F'_{\text{reused}}=4pt\left[C_z-\tfrac12(S-C_z)\right]=\tfrac32\,4pt\left(C_z-\frac S3\right)\approx1.28\ \text{eV}.
\]

The factor \(3/2\) has a simple origin. To first order, a uniaxial strain \(s\) is a uniform expansion \(s/3\) along each axis plus a volume-conserving part whose z component is \(2s/3\). Only the second part produces the error. When \(s\) is doubled from 0.001 to 0.002, the full-mesh energy change grows with exponent 1.999 and the reused one with exponent 0.998: one is quadratic, the other linear.

**When the linear error vanishes**

The linear error also vanishes in some special cases. One is a mesh whose stars do not split. On the \(2\times2\times2\) mesh used here every \(|\theta_i|\) is \(\pi/2\), and both the cubic and the tetragonal reduction leave one point. On the \(4\times4\times4\) mesh they leave 4 and 6 points. With another choice of representatives, the sums may also happen to balance to first order in the strain, with \(C_z=S/3\). In the wedge used here this cannot happen once stars with unequal angles are occupied, because \(\theta_z\) is always the smallest angle.

A third case is a band that keeps cubic symmetry in reduced coordinates. In a body-centred cubic (bcc) lattice with nearest-neighbour hopping, a stretch along z changes all eight neighbour distances equally. The hopping changes by a common factor, and the old list still works. Second neighbours lie along the cube axes and end this protection.

**How the model stands to lithium**

The spacing, the filling and the mass at the band bottom are chosen near those of lithium, which has one valence electron per atom, neighbours about 0.3 nm apart and an effective mass of the same order as the free-electron one. At this spacing a free-electron mass would require \(t=0.42\) eV. Lithium, however, is bcc, and this is the assumption that matters most among those sized here. A bcc model with the same neighbour distance, hoppings of 0.181 and 0.136 eV to the first and second shells, and the same smearing has an error slope of 0.35 eV per atom instead of 0.85 eV. In the simple cubic model, a temperature of 300 K in place of the smearing gives 0.850 eV, and an added face-diagonal hopping of 0.10 eV gives 0.882 eV. Raising \(p\) from 2 to 3 gives 1.28 eV, as the factor \(p\) requires. The shape of the band matters more than any of these. Both models fill only about 2.4 to 2.5 eV of band, while free electrons at the density of the bcc model fill about 4.8 eV, and lithium is nearly free-electron like. For free electrons the true slope is negative, about \(-1.9\) eV, and the error slope is about 1.6 eV, so the smaller bcc value should not be read as the correction for the real metal. Mixing of s and p orbitals, orbital overlap, self-consistency and electron correlation are left out and not sized, so none of these numbers is a prediction for lithium.

**The decision**

Keep the mesh divisions and rebuild the irreducible list with the symmetry of the strained crystal. For strain along z in this model, the new wedge is \(\theta_x\ge\theta_y\ge0\), \(\theta_z\ge0\). A general cubic star has 48 members and a general tetragonal one has 16, so most old stars split into three. This is why 2600 points become 7200, still far fewer than the 110592 of the full mesh. At strains of \(\pm1\,\%\) and \(\pm2\,\%\) the rebuilt list gives the same energy changes as the full mesh, as the numerical output shows. A strain that lowers the symmetry further needs a new reduction of its own. If one list must serve a whole series, it should be reduced only by operations that every strained crystal in the series retains.

## Computed values

```
lattice constant a = 0.30 nm, hopping t = 0.40 eV
hopping exponent p = 2, smearing kT = 0.10 eV
hopping giving the free-electron mass = 0.423 eV
mesh = 48 x 48 x 48
points in full set = 110592
points in cubic set = 2600
points in tetra set = 7200
strain (%): energy change full / rebuilt / reused (meV per cell)
  -2: -11.024 / -11.024 / -28.466
  -1: -5.388 / -5.388 / -14.012
  +1: +5.152 / +5.152 / +13.588
  +2: +10.081 / +10.081 / +26.769
wedge sums C_x, C_y, C_z = -0.1763, 0.2390, 0.4312
S/3 = 0.1646
true slope = 0.5268 eV per unit strain
reused slope = 1.3797 eV per unit strain
error slope = 0.8529 eV per unit strain
error at +1 % strain = 8.436 meV per cell
linear estimate at +1 % = 8.529 meV per cell
false stress = 31.59 eV/nm^3 = 5.06 GPa
error slopes for strain along x, y, z (eV) = -1.0911, +0.2381, +0.8529
volume-conserving strain, full set: exponent = 1.999
volume-conserving strain, cubic set: exponent = 0.998
error slope, mesh 8 = 0.8224 eV
error slope, mesh 16 = 0.8467 eV
error slope, mesh 32 = 0.8520 eV
error slope, mesh 48 = 0.8529 eV
shift from mesh 32 to 48 = +0.00092 eV
filled band, false slope, mesh 24 = 1.9398 eV
filled band, false slope, mesh 48 = 1.9440 eV
filled band, dense-mesh formula = 1.9454 eV
mesh 2: cubic points 1, tetragonal points 1
mesh 4: cubic points 4, tetragonal points 6
error slope at 300 K (kT = 0.0259 eV) = 0.8495 eV
error slope, face-diagonal hopping 0.10 eV = 0.8821 eV
error slope, hopping exponent 3 = 1.2794 eV
bcc: a = 0.346 nm, hoppings = 0.181, 0.136 eV
bcc error at +1 %, nearest only = 0.000000 meV
bcc error slope, two shells = 0.3499 eV per atom
```
